# Triaxial strain in graphene: pseudomagnetic field and Landau levels

Graphene is described by nearest-neighbour hopping between its sublattices A and B,

\[
H=-\sum_{\mathbf r\in A}\sum_{j=1}^{3}t_j(\mathbf r)\left[a^\dagger_{\mathbf r}b_{\mathbf r+\boldsymbol\delta_j}+\text{h.c.}\right],\qquad
\boldsymbol\delta_{1,2}=a\left(\pm\tfrac{\sqrt3}{2},\tfrac12\right),\quad \boldsymbol\delta_3=a(0,-1).
\]

Here \(a\) is the bond length, and \(t_j=t\) without strain. The valleys lie at \(\xi\mathbf K\), with \(\mathbf K=(4\pi/(3\sqrt3a),0)\) and \(\xi=\pm1\). Positions are labels of the undeformed lattice, so strain enters through the hoppings alone. Both sublattices follow one smooth in-plane displacement \(\mathbf u(\mathbf r)\). Hopping depends on bond length \(d\) through \(\beta=-d\ln t/d\ln d\), taken at \(d=a\). Electron interactions, further-neighbour hopping, out-of-plane relief and relative motion of the sublattices are left out.

Numerical parts use the round parameters \(t=2.7\) eV, \(a=0.142\) nm and \(\beta=3\).

## Part (a): hopping changes near the two valleys

**Question.** Let the three hoppings be \(t+\delta t_j\), the same in every cell. Find the A–B block of the Hamiltonian at \(\xi\mathbf K+\mathbf q\), to first order in \(\mathbf q\) and in \(\delta t_j\). How does the Dirac point move in each valley?

**Answer.** With \(a_{\mathbf r}\propto\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}a_{\mathbf k}\), and likewise for \(b\), the coefficient of \(a^\dagger_{\mathbf k}b_{\mathbf k}\) is

\[
H_{AB}(\mathbf k)=-\sum_j(t+\delta t_j)e^{i\mathbf k\cdot\boldsymbol\delta_j}.
\]

The phases follow from \(\mathbf K\cdot\boldsymbol\delta_{1,2}=\pm2\pi/3\) and \(\mathbf K\cdot\boldsymbol\delta_3=0\). The three phase factors sum to zero, so the first term that survives without strain is linear in \(\mathbf q\):

\[
-it\sum_j e^{i\xi\mathbf K\cdot\boldsymbol\delta_j}\,\mathbf q\cdot\boldsymbol\delta_j
=-ita\left[\tfrac{\sqrt3}{2}q_x\,2i\xi\sin\tfrac{2\pi}{3}+\tfrac{q_y}{2}\,2\cos\tfrac{2\pi}{3}-q_y\right].
\]

The bracket equals \(\tfrac32(i\xi q_x-q_y)\). The term is therefore \(\hbar v(\xi q_x+iq_y)\), with \(\hbar v=3ta/2\).

The hopping changes contribute at \(\mathbf q=0\)

\[
-\sum_j\delta t_j e^{i\xi\mathbf K\cdot\boldsymbol\delta_j}
=\left[\tfrac12(\delta t_1+\delta t_2)-\delta t_3\right]-i\xi\tfrac{\sqrt3}{2}(\delta t_1-\delta t_2).
\]

Products of \(\delta t_j\) and \(\mathbf q\) are of second order and are dropped. Define

\[
\hbar v\mathcal A_x=\tfrac12(\delta t_1+\delta t_2)-\delta t_3,\qquad
\hbar v\mathcal A_y=-\tfrac{\sqrt3}{2}(\delta t_1-\delta t_2).
\]

Since \(\xi^2=1\), the real part is \(\hbar v\,\xi(\xi\mathcal A_x)\) and the imaginary part is \(\hbar v\,\xi\mathcal A_y\). Hence

\[
H_{AB}=\hbar v\left[\xi(q_x+\xi\mathcal A_x)+i(q_y+\xi\mathcal A_y)\right].
\]

The Dirac point moves to \(\mathbf q=-\xi\boldsymbol{\mathcal A}\), in opposite directions in the two valleys. The hoppings are real, so the Bloch sums at \(\mathbf k\) and \(-\mathbf k\) are complex conjugates and their zeros come in opposite pairs. This is time-reversal symmetry.

## Part (b): from strain to vector potential

**Question.** Express \(\boldsymbol{\mathcal A}\) through the strain \(\varepsilon_{ik}=\tfrac12(\partial_iu_k+\partial_ku_i)\). Which strain leaves the Dirac points in place?

**Answer.** A bond becomes \(\boldsymbol\delta_j+(\boldsymbol\delta_j\cdot\nabla)\mathbf u\). To first order its length grows by \(\boldsymbol\delta_j\cdot\varepsilon\cdot\boldsymbol\delta_j/a\), because a rotation does not change lengths at this order. Thus

\[
\delta t_j=-\frac{\beta t}{a^2}\,\boldsymbol\delta_j\cdot\varepsilon\cdot\boldsymbol\delta_j .
\]

The three contractions, divided by \(a^2\), are \(\tfrac34\varepsilon_{xx}+\tfrac14\varepsilon_{yy}\pm\tfrac{\sqrt3}{2}\varepsilon_{xy}\) for \(j=1,2\), and \(\varepsilon_{yy}\) for \(j=3\). Substitution gives

\[
\hbar v\mathcal A_x=-\tfrac34\beta t(\varepsilon_{xx}-\varepsilon_{yy}),\qquad
\hbar v\mathcal A_y=\tfrac{\sqrt3}{2}\beta t\,\sqrt3\,\varepsilon_{xy}=\tfrac32\beta t\,\varepsilon_{xy}.
\]

Division by \(\hbar v=3ta/2\) yields

\[
\boldsymbol{\mathcal A}=\frac{\beta}{2a}\bigl(-(\varepsilon_{xx}-\varepsilon_{yy}),\,2\varepsilon_{xy}\bigr).
\]

Isotropic strain, \(\varepsilon_{xx}=\varepsilon_{yy}\) and \(\varepsilon_{xy}=0\), changes all hoppings equally and shifts nothing. The prefactor assumes that both sublattices follow \(\mathbf u\) rigidly. In a real sheet they shift against each other under shear, which reduces \(\boldsymbol{\mathcal A}\) already at first order. In a simple bond-stretching and bond-bending model the factor is \((1-\nu)/(1+\nu)\), about 0.6 to 0.75 for a Poisson ratio \(\nu\) between 0.25 and 0.15.

As a check, take \(\varepsilon_{xx}=2\times10^{-4}\), \(\varepsilon_{yy}=-1\times10^{-4}\) and \(\varepsilon_{xy}=1.5\times10^{-4}\). The formula gives \(a\boldsymbol{\mathcal A}=1.5\,(-3,3)\times10^{-4}=(-4.5,4.5)\times10^{-4}\). Dirac points located numerically from the deformed bond lengths sit at \((4.500,-4.496)\times10^{-4}/a\) for \(\xi=+1\), and at the opposite point for \(\xi=-1\). The difference, about 0.1% of the component, has the size expected of terms of relative order \(\beta\varepsilon\).

If the strain varies slowly on the scale \(a\), the same \(\boldsymbol{\mathcal A}\) may be used locally, with \(\mathbf q\to-i\nabla\). Smoothness also suppresses scattering between the valleys, which needs a wave vector of order \(1/a\).

## Part (c): the triaxial displacement

**Question.** For \(\mathbf u=c(2xy,\,x^2-y^2)\) with \(c>0\), find \(\mathcal B=\partial_x\mathcal A_y-\partial_y\mathcal A_x\) and the equivalent magnetic field. Does the sheet need body forces to hold this shape? What happens if the displacement pattern is rotated by \(90^\circ\) relative to the lattice?

**Answer.** Differentiation gives \(\varepsilon_{xx}=2cy\), \(\varepsilon_{yy}=-2cy\) and \(\varepsilon_{xy}=\tfrac12(2cx+2cx)=2cx\). Therefore

\[
\boldsymbol{\mathcal A}=\frac{2\beta c}{a}(-y,x),\qquad \mathcal B=\frac{4\beta c}{a}.
\]

The strain grows linearly from the centre, yet its curl is uniform. Since the Dirac points shift by \(-\xi\boldsymbol{\mathcal A}\), the curl of their shifts with the sign reversed should be \(\xi\mathcal B\). Computed numerically at three places with weak strain and divided by \(\mathcal B\), it equals \(\xi\) to the printed five decimals.

A real magnetic field acts on an electron of charge \(-e\) through \(\mathbf q\to\mathbf q+e\mathbf A/\hbar\) in both valleys. Comparison with \(\mathbf q+\xi\boldsymbol{\mathcal A}\) gives the equivalent field \(\xi\hbar\mathcal B/e\), of opposite sign in the two valleys.

In isotropic linear elasticity the body force is a combination of \(\nabla^2\mathbf u\) and \(\nabla(\nabla\cdot\mathbf u)\). Here \(\nabla\cdot\mathbf u=2cy-2cy=0\) and \(\nabla^2\mathbf u=c(0,2-2)=0\), so forces on the edge suffice.

The rotated pattern is \(\mathbf u'=c(x^2-y^2,-2xy)\), with \(\varepsilon_{xx}=-\varepsilon_{yy}=2cx\) and \(\varepsilon_{xy}=-2cy\). Then \(\boldsymbol{\mathcal A}=-(2\beta c/a)(x,y)\), which is a pure gradient with zero curl. The strain is equally strong, but to this order it produces no pseudomagnetic field. The orientation relative to the bonds is essential.

## Part (d): continuum levels

**Question.** Find the energy levels for uniform \(\mathcal B>0\), the sublattice that carries the zero-energy states, and their density.

**Answer.** Let \(\boldsymbol\pi=-i\nabla+\xi\boldsymbol{\mathcal A}\) and \(Q=\xi\pi_x+i\pi_y\), so that \(H_{AB}=\hbar vQ\). The commutator is

\[
[\pi_x,\pi_y]=-i\xi(\partial_x\mathcal A_y-\partial_y\mathcal A_x)=-i\xi\mathcal B.
\]

Multiplying out, and using \(\xi^2=1\),

\[
QQ^\dagger=\pi^2-i\xi[\pi_x,\pi_y]=\pi^2-\mathcal B,\qquad
Q^\dagger Q=\pi^2+\mathcal B .
\]

The valley sign has cancelled. Since \([Q^\dagger,Q]=2\mathcal B\), the operator \(\alpha=Q^\dagger/\sqrt{2\mathcal B}\) obeys \([\alpha,\alpha^\dagger]=1\), and \(QQ^\dagger=2\mathcal B\,\alpha^\dagger\alpha\). The squared Hamiltonian acts on A as \((\hbar v)^2QQ^\dagger\), so

\[
E_n=\pm\hbar v\sqrt{2\mathcal Bn},\qquad n=0,1,2,\dots
\]

On B the operator is \(Q^\dagger Q=QQ^\dagger+2\mathcal B\ge2\mathcal B\), which excludes zero energy. Zero modes must live on A and satisfy \(Q^\dagger\varphi=0\). With \(z=x+iy\) and \(\boldsymbol{\mathcal A}=\tfrac12\mathcal B(-y,x)\), this condition for \(\xi=+1\) reads

\[
\left(2\partial_z+\tfrac12\mathcal B\bar z\right)\varphi=0,\qquad
\varphi_m\propto\bar z^{\,m}e^{-\mathcal B|z|^2/4}.
\]

The valley \(\xi=-1\) has the complex-conjugate solutions, also on A. In a real magnetic field the two valleys would use opposite sublattices. Reversing the sign of \(c\) moves the zero modes to B.

The norm integral of \(\varphi_m\) is \(\pi m!(2/\mathcal B)^{m+1}\). The total density per valley is therefore

\[
\sum_{m=0}^\infty\frac{|z|^{2m}e^{-\mathcal B|z|^2/2}}{\pi m!(2/\mathcal B)^{m+1}}=\frac{\mathcal B}{2\pi}.
\]

## Part (e): a solvable triangular flake

**Question.** Keep the hoppings linear in strain and set \(c=1/[\beta a(M+1)]\), with \(M\) a multiple of 3 and an A atom at the origin. Cut the flake along the lines where the hoppings vanish. Find its full spectrum and compare it with part (d).

**Answer.** For the strain of part (c), \(\boldsymbol\delta_3\cdot\varepsilon\cdot\boldsymbol\delta_3=-2cya^2=2ca\,\boldsymbol\delta_3\cdot\mathbf r\). For the other bonds the contraction is \(a^2c(y\pm\sqrt3x)=2ca\,\boldsymbol\delta_{1,2}\cdot\mathbf r\). Hence, with \(\mathbf r\) the bond midpoint,

\[
t_j=t\left(1-\frac{2\beta c}{a}\,\boldsymbol\delta_j\cdot\mathbf r\right).
\]

The midpoint gives the full difference of \(\mathbf u\) across a bond, because \(\mathbf u\) is quadratic. Label an A site at \(\mathbf R\) by

\[
n_j=\frac M3-\frac{2\boldsymbol\delta_j\cdot\mathbf R}{3a^2},\qquad n_1+n_2+n_3=M .
\]

These are integers: a step \(\boldsymbol\delta_j-\boldsymbol\delta_i\) between A sites lowers \(n_j\) by one and raises \(n_i\) by one. Inserting \(\mathbf r=\mathbf R+\boldsymbol\delta_j/2\) and the chosen \(c\),

\[
t_j=\frac{t}{M+1}\left[M+1-\frac{2\boldsymbol\delta_j\cdot\mathbf R}{a^2}-1\right]=\tau n_j,\qquad \tau=\frac{3t}{M+1}.
\]

Hopping along bond \(j\) leads to a B site with \(n_j\) lowered by one. It vanishes at \(n_j=0\), so the sites with non-negative labels form a closed triangle.

Represent each site by the monomial \(x_1^{n_1}x_2^{n_2}x_3^{n_3}\), and declare the monomials orthonormal. Apart from the overall minus sign, hopping from A to B is \(\tau L_-\), and its adjoint is \(\tau L_+\):

\[
L_-=\sum_j\partial_j,\qquad L_+=\sum_j(x_j^2\partial_j+x_j).
\]

Indeed \(L_+\) raises \(n_j\) to \(n_j+1\) with amplitude \(n_j+1\), as the adjoint must. Because \([\partial_j,x_j^2\partial_j+x_j]=2x_j\partial_j+1\), the commutator \([L_-,L_+]\) equals \(2d+3\) on polynomials of degree \(d\).

Let \(\chi\) have degree \(m\) and obey \(L_-\chi=0\). Moving \(L_-\) through \(n\) factors \(L_+\) gives

\[
L_-L_+^n\chi=\sum_{k=0}^{n-1}(2m+2k+3)\,L_+^{n-1}\chi=n(2m+n+2)L_+^{n-1}\chi .
\]

States on A have degree \(M\), so \(m=M-n\), and the eigenvalue of \(\tau^2L_+L_-\) is

\[
E_n^2=\tau^2n(2M+2-n),\qquad n=0,\dots,M .
\]

To count the states, note that \(L_-L_+=L_+L_-+2d+3\) is positive. Thus \(L_+\) loses no state, and \(L_-\) reaches every polynomial of the next lower degree. The number of independent \(\chi\) of degree \(m\) is the difference of dimensions,

\[
\tfrac12(m+1)(m+2)-\tfrac12m(m+1)=m+1 .
\]

Summed over \(m=0,\dots,M\), this fills the A space, so no level is missing. Each sign of \(E_n\) with \(n\ge1\) has degeneracy \(M-n+1\), and there are \(M+1\) zero modes, all on A.

Since \(\mathcal B=4\beta c/a=4/[a^2(M+1)]\), the result can be written

\[
E_n=\pm\hbar v\sqrt{2\mathcal Bn}\,\sqrt{1-\frac{n\mathcal Ba^2}{8}} .
\]

The square-root law is recovered for \(n\mathcal Ba^2\ll8\), when the magnetic length \(\ell=\mathcal B^{-1/2}\) is long compared with \(\sqrt n\,a\).

For \(M=60\), \(\hbar v\sqrt{2\mathcal B}=3t\sqrt{2/61}=1.467\) eV, and the last factor lowers this to 1.461 eV. Diagonalizing the flake built from atomic coordinates confirms all energies and degeneracies, with a largest energy difference of order \(10^{-14}\) eV. At \(n=10\) the square-root law gives 4.638 eV against 4.444 eV, an excess of 4.4% over the flake's level. At \(n=60\) it gives 11.36 eV against 8.10 eV and has failed.

This flake is a solvable lattice model, not a realistic elastic sheet: its hoppings run from \(0.05t\) to \(2.95t\), and its equivalent field is about 2140 T.

## Part (f): a round flake with weaker strain

**Question.** A round flake of radius \(65a\) has the same form of \(\mathbf u\), with \(\ell=10a\). Its hoppings are \(t\exp[-\beta(d/a-1)]\), where \(d\) is the deformed bond length. Estimate the largest strain, the first three positive levels and the zero-level weight on the central A atom. Compare them with the computed local spectrum, and state which levels should feel the edge.

**Answer.** From \(\ell=1.42\) nm, \(\mathcal B=1/\ell^2=0.496\) nm\(^{-2}\), equivalent to 326 T. The gradient parameter is \(c=\mathcal Ba/(4\beta)=0.00587\) nm\(^{-1}\). The strain matrix has eigenvalues \(\pm2cr\), so at the edge, \(r=9.23\) nm, the principal strain is \(2\times0.00587\times9.23=0.108\). This is still large for a real sheet: linear elasticity and a constant \(\beta\) are only approximate there, so this flake too is a model. With the sublattice relaxation noted in part (b), the same \(c\) would give roughly 200 to 240 T.

With \(\hbar v=0.575\) eV nm, the first level is \(0.575\sqrt{2\times0.496}=0.573\) eV, and the others follow by factors \(\sqrt2\) and \(\sqrt3\). The local spectrum, with a Gaussian broadening of 0.022 eV, has these peaks:

| \(n\) | peak (eV) | \(\hbar v\sqrt{2\mathcal Bn}\) (eV) | peak / first peak | \(\sqrt n\) |
|---|---|---|---|---|
| 1 | 0.575 | 0.573 | 1.000 | 1.000 |
| 2 | 0.815 | 0.810 | 1.418 | 1.414 |
| 3 | 1.003 | 0.992 | 1.745 | 1.732 |

The peaks lie 0.4%, 0.7% and 1.1% above the continuum values. The lattice factor of part (e), derived for linear hoppings, would lower the third level by about 0.2%, so it does not explain the excess. The excess comes mainly from the curvature of the exponential law, which is of second order in strain and is missing from the continuum formula. With hoppings linear in strain the three peaks lie within about 0.1% of the continuum values, and the second-order change of the bond lengths adds less than 0.1%. With the exponential law the local pseudomagnetic field is no longer uniform: it exceeds \(\mathcal B\) by about 5% at \(r=30a\) and by 14% to 30% at \(r=55a\), depending on direction. The last digit of the third peak is not fixed. It moves from 1.002 to 1.004 eV as the broadening goes from 0.008 to 0.032 eV, and for radii of \(78a\) and \(90a\) it settles at 1.0015 eV, an excess of about 1.0%, so some 0.002 eV of it is due to the edge.

Each A atom occupies the area \(3\sqrt3a^2/2\). Two valleys of density \(\mathcal B/2\pi\) give it the zero-level weight

\[
2\,\frac{\mathcal B}{2\pi}\,\frac{3\sqrt3a^2}{2}=0.00827 .
\]

The computed weight is 0.00834, higher by 0.8%. This supports the finding that both valleys place their zero modes on A.

For the edge, use a semiclassical estimate. On A, \(\pi^2=(2n+1)\mathcal B\), so the orbit radius is \(|\boldsymbol\pi|/\mathcal B=\sqrt{2n+1}\,\ell\). An orbit through the centre reaches out to twice this radius: \(53a\) for \(n=3\), \(60a\) for \(n=4\) and \(66a\) for \(n=5\). These turning points are not sharp ends: the wave function has a tail beyond them, with a length comparable to \(\ell=10a\). The levels \(n=1\) and \(n=2\), which reach \(35a\) and \(45a\), keep a safe distance from the edge. For \(n=3\) the margin is only \(12a\), so a small edge effect is possible, and the effect should grow with \(n\) as the turning point nears the edge, which it passes at \(n=5\). A larger flake at the same \(\mathcal B\) would admit more levels, but its edge strain \(2cr\) would grow in proportion to its radius. The numerical output below lists the computed values.

## Computed results

```
hopping t = 2.7 eV, bond length a = 0.142 nm, beta = 3.0
hbar v = 0.5751 eV nm, v = 8.737e+05 m/s
uniform strain test: exx=2.0e-04, eyy=-1.0e-04, exy=1.5e-04
A formula (1/a): -4.5000e-04, 4.5000e-04
Dirac shift, valley +1 (1/a): 4.5000e-04, -4.4956e-04
Dirac shift, valley -1 (1/a): -4.5000e-04, 4.4956e-04
curl/(4 beta c/a) at 3 points, valley +1: 1.00000, 1.00000, 1.00000
curl/(4 beta c/a) at 3 points, valley -1: -1.00000, -1.00000, -1.00000
TRIANGLE M = 60: A sites 1891, B sites 1830, zero modes 61
c = 0.03848 1/nm, centre-to-edge 4.331 nm
hopping range: 0.0492 t to 2.9508 t
pseudomagnetic field = 2140.5 T
n, degeneracy, diagonalized (eV), exact law (eV), sqrt law (eV)
 1  60 1.46066 1.46066 1.46668
 2  59 2.05713 2.05713 2.07420
 3  58 2.50893 2.50893 2.54036
 4  57 2.88487 2.88487 2.93336
 5  56 3.21169 3.21169 3.27959
10  51 4.44390 4.44390 4.63805
60   1 8.09891 8.09891 11.36085
largest |diagonalized - exact| = 2.3e-14 eV
ROUND FLAKE: 10218 sites, radius 9.23 nm
magnetic length = 1.420 nm, c = 0.005869 1/nm
largest principal strain at the edge = 0.1083
pseudomagnetic field = 326.4 T
Gaussian broadening = 0.0216 eV
n, peak (eV), sqrt law (eV), peak/sqrt law, peak/first peak, sqrt(n)
1 0.5751 0.5728 1.0041 1.0000 1.0000
2 0.8154 0.8100 1.0067 1.4178 1.4142
3 1.0033 0.9920 1.0114 1.7446 1.7321
zero-level weight on central A atom: 0.00834
two-valley continuum weight: 0.00827
```
